# Silicon electron pi44 from shear-induced changes of the transverse mass, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From fixed ellipsoids to a strained valley

Before calculating the resistance of n-type silicon under shear stress, one must decide what to recompute when the crystal deforms. The cheaper choice keeps the six mass ellipsoids of the unstrained crystal and changes only the energies of their minima. The other choice also recomputes the inverse-mass tensors. For a scalar relaxation time, the coefficient $\pi_{44}$ shows the difference: fixed ellipsoids give zero for it, whereas the mass change derived here gives a negative value of order $10^{-10}$ Pa$^{-1}$ in magnitude.

### Conventions for stress and resistance

The axes $x,y,z$ are the cubic axes. A small shear moves a point by $u_x=\varepsilon y$ and $u_y=\varepsilon x$, so the tensor strain is $\varepsilon_{xy}=\varepsilon$. The engineering shear is $2\varepsilon$, and the stress is therefore

$$T_{xy}=2C_{44}\varepsilon. \qquad (1)$$

The resistivity tensor relates electric field to current density, and $\rho_0$ is its unstrained scalar value. The coefficient is defined by

$$\frac{\rho_{xy}}{\rho_0}=\pi_{44}T_{xy}. \qquad (2)$$

For a unit vector along $[110]$, $\mathbf n=(1,1,0)/\sqrt2$, a pure shear changes the resistivity by $\mathbf n\cdot\Delta\rho\,\mathbf n=\rho_{xy}$ at first order. A negative $\pi_{44}$ thus means that positive $T_{xy}$ lowers the resistivity along $[110]$ and raises it along $[1\bar10]$.

A uniaxial tension $T$ along $[110]$ is not a pure shear. It has $T_{xx}=T_{yy}=T_{xy}=T/2$, and its diagonal parts act through the other two piezoresistance coefficients.

### The simple case: valleys move, ellipsoids do not

Silicon has two conduction valleys on each cubic axis. In the unstrained crystal, the inverse-mass tensor of a $z$ valley is

$$m_z^{-1}=\mathrm{diag}\left(\frac1{m_t},\frac1{m_t},\frac1{m_l}\right). \qquad (3)$$

The $x$ and $y$ valleys follow by exchanging axes. In the valley-transfer model, strain shifts a valley with axis $\mathbf n$ by

$$\delta E_{\mathbf n}=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\,\mathbf n. \qquad (4)$$

Here $\Xi_d$ and $\Xi_u$ are deformation potentials. For pure $\varepsilon_{xy}$ the trace vanishes, and so does $\mathbf n\cdot\varepsilon\,\mathbf n$ for each cubic axis. No valley is shifted.

The absence of a linear shift is also a symmetry property of the crystal, beyond Eq. (4). A half-turn about the $x$ axis sends $(x,y,z)$ to $(x,-y,-z)$ and reverses $\varepsilon_{xy}$. It maps an $x$ valley to itself. It maps a $y$ or $z$ valley to its partner at opposite wavevector, which has the same energy by time reversal. Each valley energy is therefore even in $\varepsilon$. The same argument applies to the density of states of each valley, because turning the wavevector axes does not change a count of states.

There is a second reason for the zero. A sum of diagonal tensors has no $xy$ element, whatever weights its terms carry. Population transfer alone cannot produce $\rho_{xy}$; at least one inverse-mass tensor must acquire an $xy$ element, or the scattering must become anisotropic.

### One step more general: an ellipsoid with an off-diagonal mass

Let a parabolic valley have an arbitrary symmetric inverse-mass tensor $m^{-1}$, with energy measured from its minimum:

$$E=\frac{\hbar^2}{2}\mathbf k\cdot m^{-1}\mathbf k. \qquad (5)$$

The scattering assumption is a scalar relaxation time $\tau(E)$, the same function for every valley. The Boltzmann equation in a weak electric field gives, for each valley,

$$\sigma_{ij}=e^2\int\frac{2\,d^3k}{(2\pi)^3}\,\tau(E)v_iv_j
\left(-\frac{\partial f}{\partial E}\right), \qquad (6)$$

where $f$ is the equilibrium occupation and $\mathbf v=\hbar m^{-1}\mathbf k$.

Define $\boldsymbol\kappa=m^{-1/2}\mathbf k$. Then $E=\hbar^2\kappa^2/2$ and $\mathbf v=\hbar m^{-1/2}\boldsymbol\kappa$. At fixed energy all directions of $\boldsymbol\kappa$ have equal weight, so the average of $\kappa_a\kappa_b$ is $\delta_{ab}\kappa^2/3$. Hence

$$\langle v_iv_j\rangle_E
=\hbar^2\frac{\kappa^2}{3}(m^{-1})_{ij}
=\frac{2E}{3}(m^{-1})_{ij}. \qquad (7)$$

The constant Jacobian of the substitution enters the valley density $n_v$ in the same way. Equation (6) becomes

$$\sigma_{ij}^{(v)}=n_ve^2\bar\tau(m^{-1})_{ij}, \qquad
\bar\tau=\frac{2}{3}\frac{\int \tau E^{3/2}(-f')\,dE}{\int E^{1/2}f\,dE}, \qquad (8)$$

with $f'=\partial f/\partial E$. In the nondegenerate regime used here, $f$ is proportional to $e^{-E/k_BT}$ and $\bar\tau$ is independent of density.

Without strain, each of the three axes contains one third of the electrons. Summing Eq. (8) over the axes gives

$$\sigma_0=\frac{ne^2\bar\tau}{3}\left(\frac2{m_t}+\frac1{m_l}\right). \qquad (9)$$

Now let $w_v=(m_v^{-1})_{xy}$ be the element induced by shear for axis $v$. A first-order change of population or of the scalar $\tau$ would multiply an unstrained diagonal tensor, so it cannot enter $\sigma_{xy}$. What remains is

$$\frac{\sigma_{xy}}{\sigma_0}
=\frac{w_x+w_y+w_z}{2/m_t+1/m_l}. \qquad (10)$$

Write this ratio as $r$. The relevant block of the conductivity is, to first order,

$$\sigma=\sigma_0\begin{pmatrix}1&r\\r&1\end{pmatrix},\qquad
\sigma^{-1}=\frac1{\sigma_0(1-r^2)}
\begin{pmatrix}1&-r\\-r&1\end{pmatrix}. \qquad (11)$$

Thus $\rho_{xy}/\rho_0=-r+O(r^3)$. Dividing by Eq. (1) gives

$$\pi_{44}=-\frac{w_x'+w_y'+w_z'}
{2C_{44}(2/m_t+1/m_l)},\qquad
w_v'=\left.\frac{dw_v}{d\varepsilon}\right|_{\varepsilon=0}. \qquad (12)$$

In the limit of fixed ellipsoids the numerator vanishes, as it should. The problem is now to find $w_z'$, and then to ask how much the other valleys add.

### Why a z valley responds strongly

The minimum of a $z$ valley lies near the zone-boundary point $X=(0,0,1)2\pi/a$, where two conduction bands meet. Shear $\varepsilon_{xy}$ couples the lower band to the upper one. So does a transverse wavevector, through the product $k_xk_y$. Let the combined coupling be

$$W=D\varepsilon-\frac{\hbar^2k_xk_y}{M}. \qquad (13)$$

The constants $D$ and $M$, including their relative sign, are calculated from plane waves in Part 2.

Let $\Delta$ be the separation of the bands at the minimum. For $|W|\ll\Delta$, second-order perturbation theory lowers the lower band by $W^2/\Delta$. Expanding the square gives

$$-\frac{W^2}{\Delta}
=-\frac{D^2\varepsilon^2}{\Delta}
+\frac{2D\varepsilon}{\Delta M}\hbar^2k_xk_y
-\frac{\hbar^4k_x^2k_y^2}{\Delta M^2}. \qquad (14)$$

The first term is a valley shift quadratic in strain. The second is a mass change linear in strain. In Eq. (5) an off-diagonal element contributes $\hbar^2w_zk_xk_y$, because the $xy$ and $yx$ terms add. Therefore

$$w_z=\frac{2D\varepsilon}{\Delta M}. \qquad (15)$$

The interference between the two couplings survives at first order even though the strain shift itself does not.

### The two-band valley at finite strain

Equation (14) requires weak coupling. To see how far its mass result extends, keep both bands and measure $k_z$ from $X$. The two-band Hamiltonian is

$$H=\left[\frac{\hbar^2k_z^2}{2m_l}
+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}\right]I
+\begin{pmatrix}W&Ak_z\\Ak_z&-W\end{pmatrix},
\quad A=\frac{\hbar^2k_0}{m_l}. \qquad (16)$$

The square of the last matrix is $(A^2k_z^2+W^2)I$, so its eigenvalues are $\pm R$ with $R=\sqrt{A^2k_z^2+W^2}$. The lower band is

$$E_-=\frac{\hbar^2k_z^2}{2m_l}
+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}-R. \qquad (17)$$

First set strain and transverse wavevector to zero. Then $E_-=\hbar^2k_z^2/(2m_l)-A|k_z|$, with minima at $|k_z|=k_0$. The band separation there is

$$\Delta=2Ak_0=\frac{2\hbar^2k_0^2}{m_l}. \qquad (18)$$

It follows that $A^2=\hbar^2\Delta/(2m_l)$. The minima on the two sides of $X$ represent the two valleys of the $z$ axis, because wavevectors that differ by a reciprocal-lattice vector are equivalent.

Now apply shear and define $\eta=2D\varepsilon/\Delta$, with $|\eta|<1$. On the line $k_x=k_y=0$, the stationary condition is

$$\frac{\partial E_-}{\partial k_z}
=k_z\left(\frac{\hbar^2}{m_l}-\frac{A^2}{R}\right)=0. \qquad (19)$$

For $k_z\ne0$ this requires $R=A^2m_l/\hbar^2=\Delta/2$. Since $Ak_0=\Delta/2$ and $D\varepsilon=\eta\Delta/2$, the definition of $R$ gives

$$k_z^2=\frac{R^2-D^2\varepsilon^2}{A^2}=k_0^2(1-\eta^2). \qquad (20)$$

Using $\hbar^2k_0^2/(2m_l)=\Delta/4$, the energy at the minimum is

$$E_{\min}=\frac\Delta4(1-\eta^2)-\frac\Delta2
=-\frac\Delta4(1+\eta^2). \qquad (21)$$

Its shift from zero strain is $-\Delta\eta^2/4=-D^2\varepsilon^2/\Delta$, in agreement with Eq. (14).

The transverse curvature follows from

$$\frac{\partial^2R}{\partial k_x\partial k_y}
=\frac{W}{R}\frac{\partial^2W}{\partial k_x\partial k_y}
+\frac{A^2k_z^2}{R^3}
\frac{\partial W}{\partial k_x}\frac{\partial W}{\partial k_y}. \qquad (22)$$

At $k_x=k_y=0$ the two first derivatives of $W$ vanish, while its mixed derivative is $-\hbar^2/M$. Also $W/R=\eta$. The minus sign before $R$ in Eq. (17) therefore gives

$$(m_z^{-1})_{xy}=\frac{\eta}{M},\qquad
(m_z^{-1})_{xx}=(m_z^{-1})_{yy}=\frac1{m_t}. \qquad (23)$$

The diagonal entries do not change because $W$ has no second derivative with respect to $k_x$ alone or $k_y$ alone. The $xz$ and $yz$ entries vanish because the first transverse derivatives of $W$ do.

For the longitudinal curvature,

$$\frac{\partial^2R}{\partial k_z^2}
=\frac{A^2}{R}-\frac{A^4k_z^2}{R^3}
=\frac{A^2W^2}{R^3}. \qquad (24)$$

Inserting $A^2=\hbar^2\Delta/(2m_l)$, $W=\eta\Delta/2$ and $R=\Delta/2$ turns this into $\hbar^2\eta^2/m_l$. Consequently

$$(m_z^{-1})_{zz}=\frac{1-\eta^2}{m_l}. \qquad (25)$$

The transverse block has eigenvectors along $[110]$ and $[1\bar10]$, with inverse masses

$$\frac1{m_{110}}=\frac1{m_t}+\frac\eta M,\qquad
\frac1{m_{1\bar10}}=\frac1{m_t}-\frac\eta M. \qquad (26)$$

Within this two-band model, Eq. (23) holds throughout $|\eta|<1$, beyond the weak-coupling result. At $|\eta|=1$ the two minima merge at $X$ and the longitudinal inverse mass vanishes, so the description by separate parabolic valleys fails there. Numerical diagonalization at $\eta=0.3$ tested the position, the energy and the curvatures.

### The closed result and its thermal limit

The two-band model gives no $xy$ element for the $x$ and $y$ valleys. Using $w_z'=2D/(\Delta M)$ in Eq. (12) yields

$$\boxed{\pi_{44}=-\frac{D}{\Delta C_{44}}
\frac{1/M}{2/m_t+1/m_l}.} \qquad (27)$$

This is the leading result for $k_BT\ll\Delta$. It vanishes if shear does not couple the bands, if $1/M=0$, or if the second band is removed to infinite energy.

The parabolic transport step can be checked against an integral over the full band (17). By cubic symmetry, the valleys of each axis supply one third of the trace $3\sigma_0$ of the total conductivity, so the trace of the unstrained conductivity of the $z$ valleys equals $\sigma_0$. The ratio needed in Eq. (10) is therefore $\sigma_{xy}^{(z)}/\mathrm{Tr}\,\sigma^{(z)}$. With the silicon parameters found in Part 2 and $\eta=0.02$, Eq. (10) gives 0.00722. The Boltzmann integral with $\tau$ proportional to $(E-E_{\min})^{-1/2}$ gives 0.00725 at $k_BT=0.5$ meV, which tests the low-temperature limit. At 300 K it gives 0.00966, or 1.34 times the parabolic ratio. Room temperature is thus outside the regime in which Eq. (27) is accurate to a few per cent. The factor 1.34 belongs to this band model and this relaxation-time law; the integral does not separate the causes of the increase.

## Part 2. The coupling constants and a silicon crystal

The symbols carried forward are the tensor shear $\varepsilon=T_{xy}/(2C_{44})$, the transverse and longitudinal masses $m_t,m_l$, and the band separation $\Delta$ at the valley minimum. The two bands are coupled by $W=D\varepsilon-\hbar^2k_xk_y/M$. This gives $(m_z^{-1})_{xy}=2D\varepsilon/(\Delta M)$ and Eq. (27). Equation (12) gives the more general $\pi_{44}$ when all valleys have $xy$ elements. It remains to derive $W$, fix the sign of $D/M$, and find how well two bands represent a crystal.

### Six waves at the zone boundary

Let $g=2\pi/a$, with $a$ the lattice constant, and let $t=\hbar^2g^2/(2m_0)$, with $m_0$ the free-electron mass. At $X$, the plane waves of lowest kinetic energy have wavevectors, in units of $g$,

$$\begin{aligned}
A&=(0,0,1), & B&=(0,0,-1),\\
C_1&=(1,1,0), & C_2&=(-1,-1,0),\\
C_3&=(1,-1,0), & C_4&=(-1,1,0).
\end{aligned} \qquad (28)$$

The first two have energy $t$ and the other four have $2t$. Place the origin midway between the two atoms of the cell, which are then at $\pm(a/8)(1,1,1)$. A local potential connects waves differing by $g(h,k,l)$ with the matrix element

$$V_n\cos\left[\frac\pi4(h+k+l)\right],\qquad n=h^2+k^2+l^2. \qquad (29)$$

The common constant $V_0$ is dropped.

For $n=3$, the cosine is $1/\sqrt2$ when $h+k+l=\pm1$ and $-1/\sqrt2$ when the sum is $\pm3$. With $s=V_3/\sqrt2$, the couplings of $A$ to $C_1,C_2,C_3,C_4$ are $s,-s,s,s$. Those of $B$ are $-s,s,s,s$. Differences of type $(2,0,0)$ have zero cosine. The pair $C_1,C_2$ has coupling $-V_8$, and the pair $C_3,C_4$ has coupling $+V_8$.

These signs suggest the normalized combinations

$$\begin{aligned}
A_\pm&=\frac{A\pm B}{\sqrt2}, &
c_+&=\frac{C_3+C_4}{\sqrt2}, &
c_-&=\frac{C_1-C_2}{\sqrt2},\\
&&d_+&=\frac{C_1+C_2}{\sqrt2}, &
d_-&=\frac{C_3-C_4}{\sqrt2}.
\end{aligned} \qquad (30)$$

The coupling of $A_+$ to $c_+$ is $(s+s+s+s)/2=2s$. For $A_-$ and $c_-$, the signs in the states and in the potential combine to give $2s$ again. The cross couplings $A_+c_-$ and $A_-c_+$ cancel, as do all couplings of $A_\pm$ to $d_\pm$. The potential also gives $c_+$ and $c_-$ the same energy $2t+V_8$, and gives $d_+$ and $d_-$ the energy $E_d=2t-V_8$.

Thus the $+$ and $-$ sectors have the same block:

$$\begin{pmatrix}t&\sqrt2V_3\\\sqrt2V_3&2t+V_8\end{pmatrix}. \qquad (31)$$

Its upper eigenvalue $E_c$ is the conduction doublet, with states

$$\phi_\pm=aA_\pm+b c_\pm,\qquad a^2+b^2=1. \qquad (32)$$

In this equation and below, $a$ denotes an amplitude unless it is called the lattice constant. The lower eigenvalue $E_v$ and the level $E_d$ are valence doublets.

The shear coefficient $\pi_{44}$ has been expressed through the band couplings $D$ and $1/M$, and the conduction doublet at $X$ has been built from six plane waves. It remains to derive these couplings and their relative sign, and to find how well the two-band result represents a silicon crystal.
